# Why Tension Can Favour Stacking Faults in (001) Diamond-Structure Films

**Question.** In a diamond-structure film grown on (001) and held in tension, the 90-degree partial dislocation feels twice the resolved stress of the 30-degree partial. Is that why such films tend to contain extended stacking faults, and from what strain and over what thickness should a fault be expected?

**Answer.** The factor of two is correct, but it holds in compression as well, so it cannot by itself distinguish the two cases. What differs is which partial moves first. The first partial must pay for the fault, and the second is paid for removing it. A large stress on the first partial therefore helps the fault, while a large stress on the second destroys it.

### The factor of two

Let the film normal be $\hat z=[001]$ and let the misfit stress be equal along the two in-plane cube axes, with magnitude $\sigma$. A slip plane $(111)$ has unit normal $\mathbf n=[111]/\sqrt3$, pointing towards the surface. Let $\mathbf u$ be the shift of the crystal above this plane relative to the crystal below. In tension the traction on the plane is $\sigma(\mathbf n-n_z\hat z)$. Since $\mathbf u\cdot\mathbf n=0$, the shear stress resolved along $\mathbf u$ is

$$\tau=-\sigma\,n_z\,\frac{u_z}{|\mathbf u|}. \tag{1}$$

A positive $\tau$ means that the stress does work during the shift. In compression the sign reverses.

The misfit line runs where $(111)$ meets the interface, along $[1\bar10]$. Partial Burgers vectors have the form $a\langle112\rangle/6$ and length $b=a/\sqrt6$, where $a$ is the lattice constant. The vector $a[11\bar2]/6$ is perpendicular to the line: this is the 90-degree partial. The vector $a[2\bar1\bar1]/6$ makes an angle with the line whose cosine is $3/(\sqrt6\sqrt2)=\sqrt3/2$: this is a 30-degree partial. Their $z$ components are $-2a/6$ and $-a/6$, so equation (1) gives $\tau=m\sigma$ with

$$m_{90}=\frac{1}{\sqrt3}\,\frac{2}{\sqrt6}=\frac{\sqrt2}{3}=0.471,\qquad m_{30}=\frac{m_{90}}{2}=0.236. \tag{2}$$

The ratio is fixed by geometry and does not depend on the elastic constants.

### Why the order depends on the sign of the stress

The cut runs between the two closely spaced atomic layers of the diamond structure. Each atom just above it is bonded to three atoms below. Seen along $\mathbf n$, it is displaced from them by

$$\mathbf s_1=\tfrac a6[11\bar2],\quad \mathbf s_2=\tfrac a6[1\bar21],\quad \mathbf s_3=\tfrac a6[\bar211],\qquad \mathbf s_1+\mathbf s_2+\mathbf s_3=0 .$$

A shift $\mathbf u=-\mathbf s_i$ brings the upper atom directly above a lower one. In silicon this would leave the two atoms 0.078 nm apart, against a bond length of 0.235 nm, so it is excluded.

A shift $\mathbf u=+\mathbf s_1$ changes the three displacements to $2\mathbf s_1$, $\mathbf s_1+\mathbf s_2=-\mathbf s_3$ and $\mathbf s_1+\mathbf s_3=-\mathbf s_2$. The differences $\mathbf s_i-\mathbf s_j$ are lattice translations, and so is their sum $(\mathbf s_1-\mathbf s_2)+(\mathbf s_1-\mathbf s_3)=3\mathbf s_1$. Hence $2\mathbf s_1$ is equivalent to $-\mathbf s_1$. The upper atom now sits in the other kind of hollow, with three bonds of the original length. This is the stacking fault. A second shift $-\mathbf s_j$ with $j\ne1$ gives a total $\mathbf s_1-\mathbf s_j$, a lattice translation, and restores the crystal.

The first shift must therefore be one of the $+\mathbf s_i$. In tension it must also have $u_z<0$ to gain work from the stress, which selects $\mathbf s_1$, the 90-degree partial. The follower is $-\mathbf s_2$ or $-\mathbf s_3$, both 30-degree partials with $u_z<0$. In compression $u_z>0$ is required. The leader is then $\mathbf s_2$ or $\mathbf s_3$, a 30-degree partial, and the follower is $-\mathbf s_1$, the 90-degree partial. Counting the allowed shifts in an explicit lattice gives the same order on all four $\{111\}$ planes.

### Forces on the two partials

Let $\gamma$ be the fault energy per area, and let L and T denote the leading and trailing partial. Per unit length, the stress pushes each partial forward with force $m\sigma b$. The fault pulls the leader back and the follower forward with force $\gamma$. The partials also repel each other. With shear modulus $\mu$ and Poisson ratio $\nu$, define

$$k=\frac{\mu}{4\pi(1-\nu)},\qquad A=kb^2 .$$

The edge and screw parts of the Burgers vector are $(b,0)$ for the 90-degree partial and $(b/2,\sqrt3b/2)$ for the 30-degree partial. Only the edge parts interact. Two edge parts $b_1,b_2$ on one glide plane repel with force $2kb_1b_2/d$ at separation $d$, which here equals $A/d$. Far from surfaces the forward forces are

$$F_L=m_L\sigma b-\gamma+\frac Ad,\qquad F_T=m_T\sigma b+\gamma-\frac Ad. \tag{3}$$

Suppose each partial moves at a speed $F/\eta$, where $\eta$ is its drag coefficient, and let $q=\eta_T/\eta_L$. A constant separation requires equal speeds, so $qF_L=F_T$. Collecting the terms in $A/d$ gives

$$\frac Ad=\gamma-\frac{\sigma b\,(q\,m_L-m_T)}{1+q}. \tag{4}$$

If the right side reaches zero, no finite separation exists and the fault grows without limit. In tension $m_L=2m_T=2m_{30}$, and this happens at

$$\sigma_{\rm split}=\frac{\gamma(1+q)}{b\,m_{30}(2q-1)},\qquad q>\tfrac12. \tag{5}$$

In compression $m_T=2m_L$. The factor $2q-1$ becomes $q-2$, and the follower must have more than twice the drag of the leader. This is where the ratio of two enters: with equal drags, tension widens the fault and compression narrows it. Even in tension the stress must exceed a threshold. If the follower cannot move at all, $q\to\infty$ and the threshold falls to $\gamma/(m_{90}b)$, the stress at which the leader alone can pay for its fault.

### Energy of a dislocation below a free surface

A thin film adds a surface that attracts dislocations and an interface below which the misfit stress vanishes. I take straight dislocations parallel to the interface and the same isotropic elasticity in film and substrate. Let the solid occupy $y<0$, write $z=x+iy$ for position in the cross-section, and let $\varphi$ be the angle between $\{111\}$ and the surface, with $\cos\varphi=1/\sqrt3$. An overbar denotes complex conjugation.

In plane strain, two analytic functions $f,g$ describe the elastic field. The force across a cut is $-i$ times the change along it of

$$G=f+z\,\overline{f'}+\overline g,$$

and the displacement obeys $2\mu(u_x+iu_y)=(3-4\nu)f-z\overline{f'}-\overline g$. For an edge dislocation $b_1e^{i\varphi}$ at $z_0=-ih_1$ in an infinite body, take

$$f_0=B\ln(z-z_0),\qquad g_0=\bar B\ln(z-z_0)-\frac{\bar z_0B}{z-z_0}.$$

Around a circuit $f_0$ changes by $2\pi iB$ and $\overline{g_0}$ by $-2\pi iB$. Thus $G$ returns to its value, as it must without a line force, while $2\mu b_1e^{i\varphi}=8\pi i(1-\nu)B$. Hence $B=-ikb_1e^{i\varphi}$.

A free surface requires $G=0$ on the real axis. Writing $\bar f_0(z)=\overline{f_0(\bar z)}$, and similarly for $g_0$, add

$$f_1=-z\bar f_0'-\bar g_0,\qquad g_1=-\bar f_0-zf_1' .$$

For real $z$ all terms in $G$ then cancel in pairs, and the added functions are singular only above the surface. Put $R=z-z_0$ and $D=z-\bar z_0$. Substitution gives $f_1=-B\ln D-\bar BR/D$. Since $R=D-(z_0-\bar z_0)$, its derivative is $f_1'=-B/D-(z_0-\bar z_0)\bar B/D^2$. The total is

$$G=2B\ln\frac{|R|}{|D|}+\bar B\frac{R}{\bar R}-\bar B\frac RD+(z-\bar z)\overline{f_1'} .$$

Now insert a second edge part $b_2e^{i\varphi}$ at depth $h_2<h_1$ on the same slip plane, by cutting from the surface. The work is $U=b_2\,{\rm Im}(e^{-i\varphi}G)$, because $G$ vanishes at the surface. With $R=de^{i\varphi}$, $z-\bar z=-2ih_2$, $z_0-\bar z_0=-2ih_1$ and $D=d\cos\varphi-i(h_1+h_2)$,

$$U=kb_1b_2\left\{2\ln\frac{|D|}d+1+{\rm Re}\!\left[e^{-2i\varphi}\!\left(\frac{2ih_2}{\bar D}-\frac RD\right)\right]+4h_1h_2\,{\rm Re}\frac1{\bar D^2}\right\}. \tag{6}$$

For $d\ll h$, $R/D\to0$, $2ih_2/\bar D\to1$ and the last term tends to $-1$. The braces become $2\ln(2h/d)+\cos2\varphi$.

The energy of a single dislocation is half this work with $b_1=b_2$, because its own stress grows in proportion to the slip. The cut ends at a core radius $r_0$. The work of the tractions on the core surface, $-kb_1^2(1-2\nu)/[4(1-\nu)]$, is left out; this constant and the core energy enter only through the choice of $r_0$. For the screw part, an opposite image at $\bar z_0$ frees the surface, and the same integration gives a pure logarithm. For a partial with edge and screw parts $b_e,b_s$,

$$W(h)=k\left[b_e^2\left(\ln\frac{2h}{r_0}+\tfrac12\cos2\varphi\right)+(1-\nu)b_s^2\ln\frac{2h}{r_0}\right], \tag{7}$$

with $\tfrac12\cos2\varphi=-\tfrac16$.

### The thickness window

In a film of thickness $h$, a partial slips a distance $h/\sin\varphi$ from surface to interface. Relative to the coherent film, the energy with the leader alone and its fault is

$$E_1=W_L(h)-(m_L\sigma b-\gamma)\frac h{\sin\varphi}. \tag{8}$$

With both partials present, the follower stops at the interface and pushes the leader a distance $d$ into the unstressed substrate:

$$E_2=\min_d\left[W_L(h+d\sin\varphi)+W_T(h)+U+\gamma d\right]-(m_{90}+m_{30})\frac{\sigma bh}{\sin\varphi}. \tag{9}$$

Let $h_1$ now denote the thickness where $E_1=0$, $h_{\rm pair}$ that where $E_2=0$, and $h_{\rm add}$ that where $E_2=E_1$. Of these three states, the faulted film is lowest for $h_1<h<h_{\rm add}$, if such an interval exists.

Two limits follow from comparing linear and logarithmic growth. If $m_L\sigma b<\gamma$, the linear term in $E_1$ is positive and a thick film gains nothing from the leader alone. In $E_2-E_1$, however, the linear term is $-(m_T\sigma b+\gamma)h/\sin\varphi$, which is negative for either sign of stress. In a sufficiently thick film the follower therefore lowers the energy, and the window has an upper end when these three states are compared.

### Numbers for a silicon film

Take a silicon film in 1.2 % tension, with $a=0.543$ nm, $\gamma=0.060$ J/m² and $r_0=0.20$ nm. The cubic elastic constants are 166, 64 and 80 GPa, which give a biaxial modulus of 180.7 GPa and averaged values $\mu=68.4$ GPa, $\nu=0.217$. Then $\sigma=180.7\times0.012=2.17$ GPa, $b=0.2217$ nm and $A=6.951\times0.2217^2=0.342$ nJ/m.

The stress forces are 0.2265 J/m² on the 90-degree partial and 0.1133 J/m² on the 30-degree partial. After paying for the fault, the leader keeps

$$0.2265-0.060=0.1665\ {\rm J/m^2}\ \text{(tension)},\qquad 0.1133-0.060=0.0533\ {\rm J/m^2}\ \text{(compression)}.$$

The ratio of two in stress has become a ratio of about three in net force.

For equal drags in a uniformly stressed crystal, equation (4) changes the unstressed separation of 5.7 nm to $0.3416/(0.060+0.1133/2)=2.9$ nm in compression. In tension the denominator is a small difference, $0.060-0.1133/2$, and the separation is about 100 nm. This value is sensitive to the inputs, because the stress is close to the splitting stress of 2.30 GPa. It also exceeds the film thicknesses found below, so it describes the tendency to split and not the width of a fault in the film.

For the film, $\sin\varphi=0.8165$. At $h_1=6.78$ nm the cost and gain in equation (8) balance:

$$0.3416\left(\ln\frac{13.56}{0.20}-\frac16\right)=1.38,\qquad \frac{0.1665\times6.78}{0.8165}=1.38\ {\rm nJ/m}.$$

The follower becomes favourable at $h_{\rm add}=10.4$ nm, where the partials are 3.6 nm apart. Its gain is $0.1733\times10.40/0.8165=2.21$ nJ/m, with $0.1733=0.1133+0.060$ J/m². This pays for its own line energy, the repulsion, the fault left in the substrate and the deeper position of the leader.

For a single slip plane, the model thus gives three regimes in tension: coherent below about 7 nm, faulted from about 7 to 10 nm, and a perfect dislocation above that. Without the faulted state, the pair would first appear at $h_{\rm pair}=8.6$ nm. At that thickness $E_2$ is nearly zero while $E_1=-0.29$ nJ/m.

For compression of the same size, the pair again appears at about 8.6 nm. The leader alone would need 23.8 nm, and at 8.6 nm its energy is still $+0.70$ nJ/m. The film passes directly from coherent to perfect dislocations. Reversing the stress hardly changes the thickness at which the pair becomes favourable, but it removes the faulted interval.

Tension alone is not sufficient either. At 0.6 % strain $h_1=29$ nm exceeds $h_{\rm add}=17$ nm, and there is no window. It opens at 0.82 % strain, near 14 nm. At 1.5 % it extends from 4.6 to 8.6 nm. In compression no window appeared at nine strains between 0.4 and 2.0 %; larger strains were not examined.

### Comparison with a real film

The example lies in the regime of strained silicon on relaxed silicon-germanium with roughly 30 % germanium; its material parameters are rough typical values. Changing $r_0$ to 0.1 or 0.3 nm moves the window to 8.3–11.6 or 5.9–9.7 nm. Changing $\gamma$ to 0.05 or 0.07 J/m² gives 6.3–11.0 or 7.4–9.9 nm. Anisotropic line energies give 6.7–9.9 nm, and a surface-step energy of roughly 1 J/m² gives 7.9–11.0 nm. Each change was made with the others held fixed. Each change alone moves a limit by at most about 1.5 nm and leaves the window open. Combined changes can move the limits further. The threshold strain also depends on the inputs: it lies near 0.7 % for $\gamma=0.05$ J/m² and near 0.95 % for $\gamma=0.07$ J/m².

The upper limit compares states of a single slip plane, so it does not bound the faults in a whole film. Separate faults on distant planes can share the relief of misfit. Since $3m_{90}=2(m_{90}+m_{30})$, three faults relieve as much misfit as two pairs, and the stress drops out of $3E_1-2E_2$. This difference vanishes where $E_1=E_2=0$, at the 14 nm where the window opens. For equal relief by well-separated defects, faults therefore stay lower than pairs up to about 14 nm, whatever the strain. A second 90-degree partial on the next plane can also turn the fault into a thin twin. If this adds no fault energy, the second partial gains 0.2265 J/m², against 0.1733 J/m² for the follower that removes the fault. It also has a larger line energy and twice the repulsion, so near $h_{\rm add}$ the two choices are close; that balance is not part of the three-state model, and at larger strain the twin can replace the single fault before $h_{\rm add}$. A thick film in tension may therefore contain twins where the model gives perfect dislocations.

The model also assumes free access to the lowest state, which a real film may not have. A line-tension estimate of the barrier for a half-loop of the leading partial, started at a perfect surface, gives about 70 eV in tension and 440 eV in compression. The critical radii, 9 and 35 nm, are comparable with or larger than the film thickness, so these are sizes and not predictions. Against a thermal energy of 0.078 eV at 900 K they still suggest that dislocations rarely start at a perfect surface and need existing sources or surface defects. A film without them can stay coherent beyond $h_1$, and a fault can survive beyond $h_{\rm add}$ if its follower is not supplied.

Unequal mobility also favours faults in tension if the 30-degree partial is the slower one, and opposes them if it is the faster one. If, for example, the 30-degree partial has a barrier higher by an assumed 0.1 eV and the same prefactor, then $q=3.6$ at 900 K in tension, and the splitting stress falls from 2.30 to 0.85 GPa. In compression the slower partial leads, so $q=1/3.6$, well below the value of 2 needed for unlimited splitting.

The doubled stress thus favours extended faults in tension because stacking assigns it to the partial that must create the fault. For a single fault to have the lowest energy of the three states compared, the strain must also exceed about 0.8 % with the silicon values used here, and the thickness must lie within the single-plane window; in a film with many well-separated defects, faults remain preferred to pairs up to about 14 nm. The values of the worked example are in the numerical output below.

## Values computed for the example and the checks

```
Inputs: a0 = 0.543 nm, C11, C12, C44 = 166, 64, 80 GPa
Inputs: gamma = 0.060 J/m2, core = 0.20 nm, strain = 1.20 %
Isotropic mu = 68.4 GPa, nu = 0.217; biaxial modulus = 180.7 GPa
Misfit stress = 2.168 GPa; b = 0.2217 nm; phi = 54.74 deg
k = 6.951 GPa; A = k b^2 = 0.3416 nJ/m
Bond length = 0.2351 nm; closest atoms, forbidden shift = 0.0784 nm
Lattice, tension: leading 90 deg (m = 0.4714), trailing 30 deg (m = 0.2357)
Lattice, compression: leading 30 deg (m = 0.2357), trailing 90 deg (m = 0.4714)
Stress force on 90-deg partial = 0.2265 J/m2, on 30-deg = 0.1133 J/m2
Net force on leader after fault cost: tension 0.1665, compression 0.0533 J/m2
Net force on follower with fault gain: tension 0.1733, compression 0.2865 J/m2
Pair separation, no stress = 5.69 nm
Pair separation, equal drag: tension 101.5 nm, compression 2.93 nm
Splitting stress in tension, q = 1: 2.297 GPa (strain 1.27 %)
Splitting stress in tension, follower immobile: 0.574 GPa
Tension: h1 = 6.78 nm, h_pair = 8.60 nm, h_add = 10.40 nm
Compression: h_add = 6.01 nm, h_pair = 8.55 nm, h1 = 23.76 nm
Pair separation at h_add in tension = 3.58 nm
At h = 8.59 nm in tension: E_fault = -0.2885 nJ/m, E_pair = 0.0012 nJ/m
At h = 8.59 nm in compression: E_fault = 0.6989 nJ/m, E_pair = -0.0145 nJ/m
Threshold strain for a fault window in tension = 0.821 % (stress 1.484 GPa, h = 14.01 nm)
Tension, strain 0.6 %: h1 = 28.77 nm, h_add = 17.30 nm
Tension, strain 0.9 %: h1 = 11.65 nm, h_add = 13.10 nm
Tension, strain 1.5 %: h1 = 4.57 nm, h_add = 8.55 nm
Compression: no fault window at 9 strains from 0.4 to 2.0 %
Tension, gamma = 0.05 J/m2: h1 = 6.28 nm, h_add = 10.98 nm
Tension, gamma = 0.07 J/m2: h1 = 7.36 nm, h_add = 9.87 nm
Tension, core = 0.1 nm: h1 = 8.28 nm, h_add = 11.60 nm
Tension, core = 0.3 nm: h1 = 5.86 nm, h_add = 9.69 nm
Anisotropic/isotropic line energy: 90-deg 0.985, 30-deg 0.949, interaction 0.985
Tension, anisotropic line energies: h1 = 6.65 nm, h_add = 9.94 nm
Tension, surface step at 1 J/m2 (rough): h1 = 7.93 nm, h_add = 10.95 nm
kT at 900 K = 0.0776 eV; drag ratio for 0.1 eV = 3.63
Splitting stress in tension at that drag ratio = 0.849 GPa
Half-loop barrier, leader in tension = 72 eV at radius 8.7 nm
Half-loop barrier, leader in compression = 440 eV at radius 35.3 nm
```
